\section*{Does the Biolek window preserve charge control in a memristor model?}

\section{The argument under review}

The submitted argument concerns a memristive element driven by a current $i$. Its state $x$, with $0\le x\le 1$, sets the resistance
\begin{equation}
R(x)=R_{\rm on}x+R_{\rm off}(1-x),\qquad v=R(x)\,i .
\end{equation}
Positive current raises $x$. The argument runs as follows.

\begin{quote}
In the linear-drift model $\dot x$ is proportional to $i$, so $x$ depends on time only through the charge passed. The Biolek window multiplies $\dot x$ by a dimensionless factor that slows the motion near the ends. The equation is still proportional to $i$, and time can still be eliminated. Hence $x$ remains a function of charge, and a pulse followed by its opposite restores the state.
\end{quote}

The first three sentences hold if ``proportional to $i$'' is read separately for each sign of the current. The question is whether the last one follows from them.

\section{What charge control requires}

In the linear-drift picture a conducting region of length $w=xL$ grows into a film of thickness $L$. The voltage across this region is $R_{\rm on}x\,i$, so the field in it is $R_{\rm on}x\,i/(xL)=R_{\rm on}i/L$. Ions of mobility $\mu$ move the boundary at $\dot w=\mu R_{\rm on}i/L$. Division by $L$, with a window $f$ inserted, gives
\begin{equation}
\dot x=\frac{i}{q_0}\,f,\qquad q_0=\frac{L^2}{\mu R_{\rm on}} .
\label{eq:law}
\end{equation}
Let $q$ be the net charge passed since the start, divided by $q_0$, so that $dq=i\,dt/q_0$. Charge control means that, for a given initial state, $x$ is a function of $q$ alone.

Without a window, $f=1$ and $x=x_0+q$. This holds while the state stays between the ends. If a pulse pushes $x$ against a hard stop, the excess charge is not recorded: from $x=0$, charges $+1.5$ and $-1$ leave a clipped state at $0$, although the net charge is $+0.5$.

Now let $f$ be a smooth window that depends on $x$ alone and is positive for $0<x<1$. For either sign of current, $dx=f(x)\,dq$. Dividing by $f$ and integrating from an interior state $x_0$,
\begin{equation}
F(x)\equiv\int_{x_0}^{x}\frac{du}{f(u)}=q .
\label{eq:F}
\end{equation}
Since $F'=1/f>0$, $F$ can be inverted and $x=F^{-1}(q)$. If $f$ vanishes linearly at both ends, $F$ diverges there, no finite charge reaches an end, and the inversion holds for every $q$. Such a window deforms the scale on which charge is read, but keeps charge control.

An example is $f=4x(1-x)$. Because $1/[x(1-x)]=1/x+1/(1-x)$, equation (\ref{eq:F}) becomes
\begin{equation}
\ln\frac{x}{1-x}-\ln\frac{x_0}{1-x_0}=4q
\quad\Longrightarrow\quad
x=\frac{1}{1+(1/x_0-1)e^{-4q}} .
\end{equation}
At $q=0$ this returns $x_0$, whatever happened in between. The price is that $f(0)=f(1)=0$ for both signs of current, so a state placed at an end can never leave it.

\section{Where the argument fails}

The Biolek window removes this locking by slowing only the approach to an end. With a positive integer $p$,
\begin{equation}
f=1-(x-\sigma)^{2p},\qquad
\sigma=\begin{cases}0,& i>0,\\ 1,& i<0.\end{cases}
\end{equation}
Its value at $i=0$ is irrelevant, because $\dot x$ then vanishes. There are therefore two laws:
\begin{equation}
\frac{dx}{dq}=
\begin{cases}
f_+(x)=1-x^{2p}, & q\ \text{rising},\\
f_-(x)=1-(1-x)^{2p}, & q\ \text{falling}.
\end{cases}
\label{eq:two}
\end{equation}
Time has indeed dropped out, as the argument says. What remains is not one differential equation in $q$ but two, and the direction of travel selects between them. The inversion of (\ref{eq:F}) needs the same $f$ both ways.

Two properties have been merged here. \emph{Rate independence} means that the durations and shapes of the pulses do not matter; it survives. \emph{Charge control} means that only the net charge matters. Equation (\ref{eq:two}) leaves a dependence on the ordered sequence of charges between current reversals.

\section{One pulse and its opposite}

Take $p=1$ and start at $x=0$. While charge $Q>0$ is added, $dx/(1-x^2)=dq$. The left side is the differential of $\operatorname{artanh}x$, so
\begin{equation}
x_{\rm up}=\tanh Q\equiv t .
\end{equation}

Now remove the same charge. Let $s$ be the charge removed so far, so $dq=-ds$, and put $y=1-x$. From (\ref{eq:two}),
\begin{equation}
\frac{dy}{ds}=-\frac{dx}{ds}=\frac{dx}{dq}=1-(1-x)^2=1-y^2 .
\end{equation}
The distance from the upper end obeys the law that $x$ obeyed on the way up. It starts at $y_0=1-t$. The addition theorem for $\tanh$ gives
\begin{equation}
y=\tanh(\operatorname{artanh}y_0+Q)=\frac{y_0+t}{1+y_0t}
=\frac{1}{1+t(1-t)},
\end{equation}
and hence
\begin{equation}
x_{\rm back}=1-y=\frac{t(1-t)}{1+t(1-t)} .
\label{eq:back}
\end{equation}
For $Q=1$, $t=0.7616$ and $t(1-t)=0.1816$, so $x_{\rm back}=0.1816/1.1816=0.154$. The state goes from $0$ to $0.762$ and then only to $0.154$, although the net charge is zero. Direct time integration of (\ref{eq:law}) gives $0.1537$ both with square pulses of equal duration and with half-sine pulses lasting 7 and 0.2 time units, as rate independence requires.

The return falls short because the upward pulse leaves $x=0$ at full speed, $f_+(0)=1$, whereas the downward pulse approaches it with $f_-\simeq2x$, which tends to zero.

Equation (\ref{eq:back}) has two instructive limits. For small $Q$, $t\simeq Q$ and
\begin{equation}
x_{\rm back}\simeq Q-2Q^2 ,
\end{equation}
so nearly all of a small step survives the opposite pulse. For large $Q$, $1-t\simeq2e^{-2Q}$ and $x_{\rm back}\simeq2e^{-2Q}$: both pulses run almost to the ends, and the error is exponentially small. In between, $t(1-t)$ is largest at $t=1/2$, where $x_{\rm back}=0.25/1.25=0.2$. A test with full-range pulses alone could therefore miss the effect.

Order matters as well. From $x=0$ a negative pulse does nothing, since $f_-(0)=0$. Charges $-1$ and then $+1$ end at $0.762$; charges $+1$ and then $-1$ end at $0.154$. The net charge is zero in both cases.

The same comparison can be made away from the ends. Starting at $x=0.30$, apply the charges $0.4$, $-0.7$ and $0.3$, whose sum is zero, in each of their six orders. With $f=4x(1-x)$ every order ends at $0.3000$. With the Biolek window and $p=1$ the final states range from $0.2653$ to $0.6548$.

The element is still memristive: $v=R(x)i$ vanishes with $i$. It no longer has a single flux--charge curve, however. With flux $\varphi=\int v\,dt$, the slope of that curve would be $d\varphi/dq=q_0R(x)$, and the two orders above give two different values of $R$ at $q=0$.

\section{A criterion for any pair of laws}

The failure can be located without solving the equations. Let $f_\pm$ be smooth, and apply a small charge $+q$ followed by $-q$ to an interior state $x$:
\begin{align}
x_1&=x+q f_+(x)+O(q^2),\\
x_2&=x_1-q f_-(x_1)+O(q^2)\nonumber\\
&=x+q\,[f_+(x)-f_-(x)]+O(q^2).
\label{eq:local}
\end{align}
The last line uses $f_-(x_1)=f_-(x)+O(q)$. If $f_+\ne f_-$ at some accessible interior state, a small enough pair fails to restore it. Charge control therefore requires $f_+=f_-$ throughout the accessible interior, and by (\ref{eq:F}) this is also sufficient there when the common window is positive.

For the Biolek window
\begin{equation}
f_+-f_-=(1-x)^{2p}-x^{2p}.
\label{eq:diff}
\end{equation}
This decreases steadily from $1$ at $x=0$ to $-1$ at $x=1$ and vanishes only at $x=1/2$. No finite $p$ satisfies the criterion. For $p=2$ and $x=0.3$ the predicted shift per unit charge is $0.7^4-0.3^4=0.2320$. Integration gives $0.2311$ for $q=0.001$ and $0.2316$ for $q=0.0005$; the discrepancy roughly halves with $q$, as (\ref{eq:local}) implies.

A larger $p$ helps in some circumstances. For unit charges $+1$ and $-1$ from $x=0$:
\begin{center}
\begin{tabular}{ccc}
$p$ & $x$ after $+1$ & $x$ after $-1$\\
1 & 0.7616 & 0.1537\\
2 & 0.8592 & 0.0875\\
5 & 0.9366 & 0.0381\\
10 & 0.9669 & 0.0196
\end{tabular}
\end{center}
The return error falls but does not vanish. For small pulses in the middle of the range, the improvement at large $p$ is much stronger: the slope of (\ref{eq:diff}) at $x=1/2$ is $-4p\,(1/2)^{2p-1}=-8p\,4^{-p}$, which is $-2$ for $p=1$ and about $-8\times10^{-5}$ for $p=10$. Near an end the gain comes far more slowly, only once $2pQ$ exceeds one. Close to $x=0$, $f_-\simeq2px$, so a step $Q$ with $2pQ\ll1$ is reduced by its opposite only to about $Q(1-2pQ)$.

\section{Repeated pairs erase the initial state}

Under charge control, a train of opposite pulses returns the state to its starting value after every pair. For the Biolek window with $p=1$, the upward pulse is the map
\begin{equation}
U(x)=\frac{x+t}{1+xt},\qquad
U'(x)=\frac{1-t^2}{(1+xt)^2}\le1-t^2<1 .
\end{equation}
The downward pulse is the same map applied to $1-x$. One pair therefore reduces the distance between any two initial states by at least the factor $(1-t^2)^2$, which is $0.18$ for $Q=1$. All initial states converge to one loop.

Let the loop run between $a$ and $b$. The choice $b=1-a$ makes the upward and downward conditions identical, leaving
\begin{align}
1-a&=\frac{a+t}{1+at},\nonumber\\
1+at-a-a^2t&=a+t,\nonumber\\
ta^2+(2-t)a-(1-t)&=0 .
\end{align}
The discriminant is $(2-t)^2+4t(1-t)=4-3t^2$, and the positive root is
\begin{equation}
a=\frac{-(2-t)+\sqrt{4-3t^2}}{2t}.
\end{equation}
For $Q=1$ the loop runs between $0.1739$ and $0.8261$. Starting from $0$, the low points after one, two and three pairs are $0.1537$, $0.1717$ and $0.1737$.

For small pulses $t\simeq Q$ and $\sqrt{4-3t^2}\simeq2-3t^2/4$, so $a\simeq1/2-3Q/8$: the loop shrinks onto the middle of the range. The approach follows from (\ref{eq:local}). With $p=1$, $(1-x)^2-x^2=1-2x$, and for $N$ pairs of small charge $q$
\begin{equation}
\frac{dx}{dN}\simeq q(1-2x)
\ \Longrightarrow\
x\simeq\tfrac12+\left(x_0-\tfrac12\right)e^{-2qN}.
\label{eq:ripple}
\end{equation}
From $x_0=0.9$ with $2qN=1$ this gives $0.6472$. Integration gives $0.6446$ for 50 pairs of $0.01$ and $0.6459$ for 100 pairs of $0.005$, so the error again halves with $q$.

The exponent $2qN$ is the total charge moved, counted without sign and divided by $q_0$. The decay time is thus $q_0/\langle|i|\rangle$. At fixed mean absolute current, raising the ripple frequency does not protect the state, provided each half-cycle carries a charge much smaller than $q_0$. A circuit simulation using this window with $p=1$ will show a stored value drifting to the middle under small zero-mean ripple. That drift comes from the window and is not by itself evidence about a device.

\section{The numbers for an oxide cell}

Consider a CeO$_2$ film in which oxygen vacancies are the moving ions. The inputs are rough: $L=50$ nm, area $1\ \mu{\rm m}^2$, $\mu=10^{-11}\ {\rm cm^2/(V\,s)}$, $R_{\rm on}=100$ k$\Omega$, $R_{\rm off}=500$ k$\Omega$ and $T=300$ K. For current spread evenly over the area these resistances mean resistivities of $200$ and $1000\ \Omega$\,cm, which is low for small-polaron conduction in ceria at room temperature; they are illustrative values, not properties of the uniform material. Then
\begin{equation}
q_0=\frac{(5\times10^{-6}\ {\rm cm})^2}{(10^{-11}\ {\rm cm^2/(V\,s)})(10^5\ \Omega)}
=25\ \mu{\rm C}.
\end{equation}
A current of $10\ \mu$A delivers this in $2.5$ s. With $p=1$, the positive pulse moves the boundary from $0$ to $0.7616\times50=38.1$ nm, and the negative pulse brings it back to $7.7$ nm. The resistance starts at $500$ k$\Omega$, falls to
\begin{equation}
0.7616\times100+0.2384\times500=195.4\ {\rm k}\Omega ,
\end{equation}
and recovers to $438.5$ k$\Omega$. Charge control would predict $500$ k$\Omega$; the shortfall is $61.5$ k$\Omega$, or $12.3\,\%$ of the starting value. By (\ref{eq:ripple}), small square ripple of $\pm10\ \mu$A would reduce the distance of $x$ from $1/2$ by a factor $e$ every $2.5$ s.

The residual $7.7$ nm should not be read as a prediction for a real film. The model omits vacancy diffusion. For ions of charge $2e$ the Einstein relation gives $D=\mu k_{\rm B}T/(2e)=1.29\times10^{-13}\ {\rm cm^2/s}$. Over both pulses, $5$ s in all, free diffusion spreads a sharp boundary by $\sqrt{2D(5\ {\rm s})}=11.4$ nm, about $1.5$ times the residue.

The choice of field matters even more. The field is $0.20$ MV/cm in the conducting region, where field-enhanced hopping (hop length $0.27$ nm) raises the drift by $0.7\,\%$. In the resistive region it is $R_{\rm off}i/L=1.0$ MV/cm, whatever the position of the boundary, and the gain is $19\,\%$ for a field along a hop direction, $[100]$ of the cubic oxygen sublattice, which is the case followed below; along $[110]$ it is $9\,\%$ and along $[111]$ $6\,\%$. This gain alone would turn $Q=1$ into $1.19$ and lower the result of (\ref{eq:back}) from $0.154$ to $0.12$. But the field itself is also five times larger there, while (\ref{eq:law}) uses only the field in the conducting region. If the field in the resistive region set the speed of the boundary, the same pulses would amount to $Q=5\times1.19\simeq6$, and (\ref{eq:back}) would give only about $10^{-5}$ (about $5\times10^{-5}$ for a field along $[111]$). The residue in a real film thus depends on how ions cross the boundary, which this model does not describe. The other effects estimated here are smaller for the values assumed. The largest power, $50\ \mu$W, heats the film by about $0.5$ K for thermal conductivities of $5$ and $100$ W/(m\,K) in film and heat sink; with a migration energy of $0.6$ eV this raises the mobility by about $4\,\%$. This assumes current spread evenly over the whole area and a thick heat sink. The heat sink matters: on thick silica, $1.4$ W/(m\,K), the rise is $16$ to $20$ K, depending on how the heat enters the contact, and the mobility is three to four times larger. The current path matters too: the same power confined to a filament of radius $20$ nm raises its temperature by about $40$ K even on an ideal sink, and the mobility there by more than a factor of ten. The highest field is a third of an assumed breakdown field of $3$ MV/cm. At $1.0$ MV/cm a $1$ eV electron barrier becomes a triangle $10$ nm wide, and tunnelling through it with the free electron mass (Fowler--Nordheim tunnelling) carries a factor of about $e^{-68}$; conduction through traps is not covered by that estimate.

Set beside practical resistive memory, the time scales are far from typical. Writing takes seconds rather than a microsecond or less, and the diffusion time is $L^2/D=193$ s, whereas non-volatile storage is meant to last for years. A vacancy profile in a closed film fades sooner still, with a time constant of at most $L^2/(\pi^2D)\simeq20$ s. The writing and diffusion times are tied together in this model:
\begin{equation}
\frac{L^2/D}{q_0/i}=\frac{\mu R_{\rm on}i}{D}=\frac{2eR_{\rm on}i}{k_{\rm B}T}\simeq77
\end{equation}
for $R_{\rm on}i=1$ V. A single constant mobility cannot combine fast writing with long retention at such voltages. Devices that do both must depart from this model of constant mobility and free diffusion. One way is motion strongly activated by field or local heating, and in that case a charge scale $q_0$ independent of the drive no longer exists.

\section{Recommendation}

The conclusion of the argument should be withdrawn and its premise kept. The statement that can be defended is that, under the Biolek window, the state depends on the ordered charges between current reversals and not on their timing. If charge control is needed, a smooth window that depends on $x$ alone, is positive inside the range and vanishes linearly or faster at both ends provides it for interior states, at the cost of locking at the ends. In a numerical simulation this holds only while the distance to an end stays well above the integration error: with $f=4x(1-x)$, $x_0=0.3$ and a relative tolerance of $10^{-3}$, charges $+4$ and $-4$ can return a value near $0$ instead of $0.3$. If release from the ends is needed, the Biolek window provides it, and net charge must then not be used as a record of the state. The values obtained by integration are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
p=1: x after charge +1 from 0: 0.7616
p=1: x after the following charge -1: 0.1537
same with half-sine pulses, 7 and 0.2 time units: 0.1537
reversed order, x after -1 then +1: 0.7616
three charges 0.4, -0.7, 0.3 in all orders, start x: 0.30
  x-only window, end x: 0.3000 to 0.3000
  Biolek window, end x: 0.2653 to 0.6548
p=2, x=0.3: shift per unit charge, formula: 0.2320
  integrated, pair size 0.001: 0.2311
  integrated, pair size 0.0005: 0.2316
low x after unit pairs 1, 2, 3: 0.1537, 0.1717, 0.1737
limiting loop, low and high x: 0.1739, 0.8261
ripple from x=0.9, 50 pairs of 0.01: 0.6446
ripple, 100 pairs of 0.005: 0.6459
ripple, averaged formula: 0.6472
p=1: x after +1: 0.7616, after -1: 0.1537
p=2: x after +1: 0.8592, after -1: 0.0875
p=5: x after +1: 0.9366, after -1: 0.0381
p=10: x after +1: 0.9669, after -1: 0.0196
CeO2 cell, rough inputs:
thickness: 50 nm; area: 1 um2
vacancy mobility: 1e-11 cm2/(V s)
Ron: 100 kohm; Roff: 500 kohm
current: 10 uA; temperature: 300 K
migration energy: 0.6 eV; hop: 0.27 nm
thermal conductivity film, sink: 5, 100 W/(m K)
breakdown field: 3 MV/cm
electron barrier: 1.0 eV
CeO2 cell, results:
charge scale q0: 25.0 uC; pulse time: 2.50 s
boundary after + pulse: 38.08 nm
boundary after - pulse: 7.68 nm
resistance at start: 500.0 kohm
resistance after + pulse: 195.4 kohm
resistance after - pulse: 438.5 kohm
shortfall from start: 61.5 kohm = 12.3 %
voltage at start: 5.00 V
field, conducting region: 0.20 MV/cm
field, resistive region: 1.00 MV/cm
Neglected effects:
vacancy diffusivity: 1.29e-13 cm2/s
diffusive smear over both pulses: 11.4 nm
smear / residual displacement: 1.48
shelf time L^2/D: 193 s
hopping gain, conducting region: 1.007
hopping gain, resistive region: 1.192
largest power: 50 uW; heating: 0.47 K
mobility factor from heating: 1.037
field / breakdown field: 0.33
tunnelling exponent (free mass): 68.3
\end{verbatim}
